# Why pinned contact lines stabilise a shallow ridge: verification in Python

```python
"""
Stability of a long solid ridge (circular-cap section) on a flat substrate.
Result under test: with both contact lines pinned, a bulge raises the capillary
pressure and the ridge is stable at every wavelength if the contact angle is
below 90 degrees; with free lines at constant angle, bulges longer than a
critical wavelength lower the pressure and grow, at every contact angle.
Symbols: alpha contact angle, R cap radius, w half-width, A section area,
gamma surface energy, p = gamma*curvature, k axial wavenumber, q = k*R,
theta angle from the ridge top, f(theta)*cos(k z) normal displacement,
S = dp/dA response at wavenumber k, B surface-diffusion (Mullins) coefficient.
Dimensionless work uses R = gamma = B = 1 unless a function says otherwise.
"""
import numpy as np
from numpy.polynomial.legendre import leggauss, Legendre
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar
from scipy import constants as const

NODES, WEIGHTS = leggauss(48)
deg = np.pi / 180


# ---------- energy of a truly deformed surface, from its definition ----------
def energy_minus_pV(alpha, f, df, q, eps):
    """Surface + wetting energy - p*volume, per length, averaged over a period."""
    total = 0.0
    phases = 2 * np.pi * np.arange(16) / 16
    for phase in phases:
        c, s = np.cos(phase), np.sin(phase)
        edge = brentq(lambda t: (1 + eps * f(t) * c) * np.cos(t) - np.cos(alpha),
                      alpha - 0.1, alpha + 0.1, xtol=1e-15, rtol=1e-14)
        t = edge * NODES
        r = 1 + eps * f(t) * c
        r_t = eps * df(t) * c
        r_z = -eps * q * f(t) * s
        surface = edge * WEIGHTS @ np.sqrt(r**2 * (1 + r_z**2) + r_t**2)
        x_edge = (1 + eps * f(edge) * c) * np.sin(edge)
        section = 0.5 * edge * WEIGHTS @ r**2 - x_edge * np.cos(alpha)
        total += surface - 2 * np.cos(alpha) * x_edge - section
    return total / len(phases)


def second_variation(alpha, f, df, q):
    t = alpha * NODES
    bulk = alpha * WEIGHTS @ (df(t)**2 + (q**2 - 1) * f(t)**2)
    return 0.5 * (bulk - 2 * f(alpha)**2 / np.tan(alpha))


def check_variation(alpha, f, df, q):
    e = 1e-3
    numeric = (energy_minus_pV(alpha, f, df, q, e)
               + energy_minus_pV(alpha, f, df, q, -e)
               - 2 * energy_minus_pV(alpha, f, df, q, 0.0)) / e**2
    formula = second_variation(alpha, f, df, q)
    # finite step leaves an error of order e**2 times higher derivatives
    assert abs(numeric - formula) < 1e-4 * (1 + abs(formula)), (numeric, formula)
    return numeric


# ---------- Galerkin matrices for displacement of given parity ----------
def matrices(alpha, q, pinned, parity=0, size=9):
    basis = [Legendre.basis(2 * j + parity) for j in range(size)]
    V = np.array([b(NODES) for b in basis])
    dV = np.array([b.deriv()(NODES) if b.degree() > 0 else 0 * NODES
                   for b in basis]) / alpha
    M = alpha * (V * WEIGHTS) @ V.T
    D = alpha * (dV * WEIGHTS) @ dV.T
    H = D + (q**2 - 1) * M - 2 / np.tan(alpha) * np.ones((size, size))
    K = D + q**2 * M
    load = alpha * V @ WEIGHTS
    P = np.eye(size)
    if pinned:
        P = P[:, 1:].copy()
        P[0, :] = -1.0
    return H, K, M, load, P


def lowest_energy_mode(alpha, q, pinned, parity=0):
    H, K, M, load, P = matrices(alpha, q, pinned, parity)
    return eigh(P.T @ H @ P, P.T @ M @ P, eigvals_only=True)[0]


def growth_rate(alpha, q, pinned, size=9):
    """Largest surface-diffusion rate in units B/R^4, no flux through edges."""
    H, K, M, load, P = matrices(alpha, q, pinned, size=size)
    G = P.T @ M @ np.linalg.solve(K, M @ P)
    return eigh(-P.T @ H @ P, 0.5 * (G + G.T), eigvals_only=True)[-1]


def response_numeric(alpha, q, pinned):
    H, K, M, load, P = matrices(alpha, q, pinned)
    b = P.T @ load
    return 1 / (b @ np.linalg.solve(P.T @ H @ P, b))


# ---------- derived formulas ----------
def response(alpha, q, pinned):
    """S in units gamma/R^3."""
    m = np.sqrt(1 - q**2 + 0j)
    if pinned:
        return (m**3 / (2 * (np.tan(m * alpha) - m * alpha))).real
    cot = 1 / np.tan(alpha)
    C = cot / m**2 / (m * np.sin(m * alpha) + cot * np.cos(m * alpha))
    return (1 / (2 * (C * np.sin(m * alpha) / m - alpha / m**2))).real


def free_threshold(alpha):
    cot = 1 / np.tan(alpha)
    if abs(cot) < 1e-12:
        return 1.0
    if cot > 0:
        mu = brentq(lambda u: u * np.tanh(u * alpha) - cot, 1e-9, 50 / alpha)
        return np.sqrt(1 + mu**2)
    top = np.pi / (2 * alpha)
    m = brentq(lambda u: u * np.sin(u * alpha) + cot * np.cos(u * alpha), 1e-9, top)
    return np.sqrt(1 - m**2)


# ---------- one slice with half-width 1, optional fourfold anisotropy ----------
def slice_state(alpha, aniso=0.0):
    """Pressure, area and surface energy for gamma(theta)=1+aniso*cos(4 theta)."""
    def half_width_times_p(t):
        return ((1 + aniso * np.cos(4 * t)) * np.sin(t)
                - 4 * aniso * np.sin(4 * t) * np.cos(t))
    p = half_width_times_p(alpha)
    t = 0.5 * alpha * (NODES + 1)
    wt = 0.5 * alpha * WEIGHTS
    stiffness = 1 - 15 * aniso * np.cos(4 * t)
    area = 2 * wt @ (half_width_times_p(t) * stiffness * np.sin(t)) / p**2
    energy = 2 * wt @ ((1 + aniso * np.cos(4 * t)) * stiffness) / p
    return p, area, energy


def pinned_slopes(alpha, aniso=0.0):
    h = 1e-4
    p1, a1, e1 = slice_state(alpha - h, aniso)
    p2, a2, e2 = slice_state(alpha + h, aniso)
    return (p2 - p1) / (a2 - a1), (e2 - e1) / (a2 - a1)


# ================= tests =================
for angle in (30, 60, 85, 100, 120):
    a = angle * deg
    p, area, energy = slice_state(a)
    slope, dEdA = pinned_slopes(a)
    assert abs(dEdA - p) < 1e-5
    assert abs(slope - np.sin(a)**3 * response(a, 0.0, True)) < 1e-5
    # free slice: scaling the half-width changes energy as w and area as w^2
    h = 1e-4
    dE = 2 * h * (energy - 2 * np.cos(a))
    dA = area * ((1 + h)**2 - (1 - h)**2)
    assert abs(dE / dA - p) < 1e-8
    dp = p / (1 + h) - p / (1 - h)
    assert abs(dp / dA - np.sin(a)**3 * response(a, 0.0, False)) < 1e-5
    # anisotropic section: pressure is still dE/dA, slope changes sign at 90 deg
    slope_an, dEdA_an = pinned_slopes(a, 0.02)
    assert abs(dEdA_an - slice_state(a, 0.02)[0]) < 1e-5
    assert (slope_an > 0) == (angle < 90)

for angle in (60, 100):
    a = angle * deg
    n = np.pi / (2 * a)
    for q in (0.1, 0.9):
        value = check_variation(a, lambda t: np.cos(n * t),
                                lambda t: -n * np.sin(n * t), q)
        assert (value > 0) == (n**2 - 1 + q**2 > 0)
        check_variation(a, lambda t: 1 + 0.3 * t**2, lambda t: 0.6 * t, q)
a = 60 * deg
qc = free_threshold(a)
mu = np.sqrt(qc**2 - 1)
for factor in (0.9, 1.1):
    value = check_variation(a, lambda t: np.cosh(mu * t),
                            lambda t: mu * np.sinh(mu * t), factor * qc)
    assert (value > 0) == (factor > 1)

for angle in (30, 60, 85, 90, 100, 120, 150):
    a = angle * deg
    exact_pinned = (np.pi / (2 * a))**2 - 1
    assert abs(lowest_energy_mode(a, 0.0, True) - exact_pinned) < 1e-7
    qc = free_threshold(a)
    assert abs(lowest_energy_mode(a, 0.0, False) + qc**2) < 1e-6
    assert abs(lowest_energy_mode(a, 0.0, False, parity=1)) < 1e-7
    assert lowest_energy_mode(a, 0.0, True, parity=1) > 0
    assert growth_rate(a, 0.98 * qc, False) > 0 > growth_rate(a, 1.02 * qc, False)
    assert response(a, 0.98 * qc, False) < 0 < response(a, 1.02 * qc, False)
    if angle < 90:
        for q in (0.05, 0.3, 0.8, 1.5, 3.0):
            assert growth_rate(a, q, True) < 0 < response(a, q, True)
    if angle > 90:
        qp = np.sqrt(-exact_pinned)
        assert growth_rate(a, 0.95 * qp, True) > 0 > growth_rate(a, 1.05 * qp, True)

for angle in (60, 120):
    a = angle * deg
    for pinned in (True, False):
        for q in (0.2, 0.7, 1.6):
            s = response(a, q, pinned)
            assert abs(response_numeric(a, q, pinned) - s) < 1e-6 * (1 + abs(s))
        q = 0.03
        long_wave = -2 * a * q**2 * response(a, q, pinned)
        # the neglected transverse pressure variation is of relative order q^2
        assert abs(growth_rate(a, q, pinned) / long_wave - 1) < 0.02
for q in (0.3, 0.7, 1.2):
    assert abs(growth_rate(np.pi / 2, q, False) - q**2 * (1 - q**2)) < 1e-7

# ================= worked example =================
alpha = 60 * deg
w = 100e-9
gamma = 1.5
T = 1000.0
atom_volume = 0.015e-27
D_s = 1e-7 * 1e-4
site_density = atom_volume**(-2 / 3)
R = w / np.sin(alpha)
height = R * (1 - np.cos(alpha))
p0, a0, _ = slice_state(alpha)
A0 = a0 * w**2
p_unit = gamma / w
B = D_s * site_density * atom_volume**2 * gamma / (const.k * T)
time_unit = R**4 / B

print("half-width w = %.0f nm, contact angle = %.0f deg" % (w * 1e9, alpha / deg))
print("surface energy = %.2f J/m2, T = %.0f K" % (gamma, T))
print("atomic volume = %.3f nm3" % (atom_volume * 1e27))
print("surface diffusivity = %.1e cm2/s" % (D_s * 1e4))
print("surface site density = %.2f per nm2" % (site_density * 1e-18))
print("cap radius R = %.2f nm, height = %.2f nm" % (R * 1e9, height * 1e9))
print("section area A = %.0f nm2" % (A0 * 1e18))
print("uniform-ridge pressure = %.3f MPa" % (p0 * p_unit / 1e6))
print("Mullins coefficient B = %.3e nm4/s" % (B * 1e36))
print("time unit R^4/B = %.2f s" % time_unit)

pinned_p = {}
free_p = {}
for label, ratio in (("crest", 1.1), ("neck", 0.9)):
    new_angle = brentq(lambda t: slice_state(t)[1] - ratio * a0, 0.1, np.pi / 2)
    pinned_p[label] = slice_state(new_angle)[0] * p_unit / 1e6
    new_w = w * np.sqrt(ratio)
    free_p[label] = p0 * gamma / new_w / 1e6
    print("%s, area x %.1f:" % (label, ratio))
    print("  pinned: angle %.2f deg, R %.2f nm, p %.3f MPa"
          % (new_angle / deg, w / np.sin(new_angle) * 1e9, pinned_p[label]))
    print("  free: half-width %.2f nm, R %.2f nm, p %.3f MPa"
          % (new_w * 1e9, new_w / np.sin(alpha) * 1e9, free_p[label]))
assert pinned_p["crest"] > pinned_p["neck"]
assert free_p["crest"] < free_p["neck"]
print("crest minus neck: pinned %+.3f, free %+.3f MPa"
      % (pinned_p["crest"] - pinned_p["neck"], free_p["crest"] - free_p["neck"]))
p90, a90, _ = slice_state(np.pi / 2)
print("pinned slice at 90 deg: area ratio %.3f, p %.3f MPa"
      % (a90 / a0, p90 * p_unit / 1e6))

qc = free_threshold(alpha)
best = minimize_scalar(lambda q: -growth_rate(alpha, q, False),
                       bounds=(0.1, qc), method="bounded",
                       options={"xatol": 1e-7})
q_fast = best.x
rate_free = growth_rate(alpha, q_fast, False)
rate_pinned = growth_rate(alpha, q_fast, True)
for pinned, rate in ((False, rate_free), (True, rate_pinned)):
    shift = abs(growth_rate(alpha, q_fast, pinned, size=12) / rate - 1)
    assert shift < 1e-5
print("pinned lowest eigenvalue at k=0: %.4f" % lowest_energy_mode(alpha, 0, True))
print("free: critical kR = %.4f, wavelength = %.1f nm"
      % (qc, 2 * np.pi * R / qc * 1e9))
print("free: fastest kR = %.4f, wavelength = %.1f nm"
      % (q_fast, 2 * np.pi * R / q_fast * 1e9))
print("free: growth rate = %.4f B/R^4, e-fold time = %.1f s"
      % (rate_free, time_unit / rate_free))
print("pinned, same wavelength: rate = %.4f B/R^4, decay time = %.1f s"
      % (rate_pinned, -time_unit / rate_pinned))
for name, pinned in (("pinned", True), ("free", False)):
    dp = response(alpha, q_fast, pinned) * gamma / R**3 * 0.1 * A0
    print("%s: linear dp for +10%% area at that wavelength = %+.3f MPa"
          % (name, dp / 1e6))

print("table: angle; dp/dA at k=0 (gamma/R^3) pinned, free;")
print("  critical wavelength/R pinned, free")
for angle in (30, 60, 90, 120):
    a = angle * deg
    n = np.pi / (2 * a)
    pin_wave = "%.3f" % (2 * np.pi / np.sqrt(1 - n**2)) if angle > 90 else "none"
    print("  %3d deg; %.3f, %.3f; %s, %.3f"
          % (angle, response(a, 0, True), response(a, 0, False),
             pin_wave, 2 * np.pi / free_threshold(a)))

# ---------- sizes of neglected effects ----------
density = 1e4
bond = density * const.g * w**2 / gamma
modulus, yield_stress, thermal_strain = 100e9, 100e6, 0.007
relieved = yield_stress**2 / (2 * modulus) / (gamma / R)
unrelieved = 0.5 * modulus * thermal_strain**2 / (gamma / R)
aniso = 0.02
slope_ratio = pinned_slopes(alpha, aniso)[0] / pinned_slopes(alpha)[0]
print("gravity: density %.0f kg/m3, Bond number %.1e" % (density, bond))
print("elastic inputs: modulus %.0f GPa, stress %.0f MPa, strain %.1f %%"
      % (modulus / 1e9, yield_stress / 1e6, thermal_strain * 100))
print("elastic energy density / p: relieved %.4f, unrelieved %.3f"
      % (relieved, unrelieved))
print("anisotropy %.0f %%: pinned dp/dA changes by factor %.3f"
      % (aniso * 100, slope_ratio))

# linear groove of a grain boundary across a long pinned ridge
gamma_gb = 0.5
groove_slope = np.tan(np.arcsin(gamma_gb / (2 * gamma)))
odd = 2 * np.arange(4000) + 1
decay = np.sqrt((odd * np.pi / (2 * alpha))**2 - 1)
signs = (-1.0)**np.arange(4000)
crown = np.sum(4 * signs / (np.pi * odd) / decay)
N = 401
step = 2 * alpha / (N + 1)
operator = (np.diag(np.full(N, 2 / step**2 - 1))
            - np.diag(np.full(N - 1, 1 / step**2), 1)
            - np.diag(np.full(N - 1, 1 / step**2), -1))
values, vectors = np.linalg.eigh(operator)
crown_grid = (vectors[N // 2] / np.sqrt(values)) @ (vectors.T @ np.ones(N))
assert abs(crown_grid / crown - 1) < 0.01
depth = groove_slope * crown * R
print("grain-boundary energy = %.2f J/m2, groove slope = %.4f"
      % (gamma_gb, groove_slope))
print("pinned healing length = %.1f nm" % (R / decay[0] * 1e9))
print("groove depth at crown = %.1f nm, ratio to height = %.3f"
      % (depth * 1e9, depth / height))
print("done: every assertion held")
```

Printed output:

```
half-width w = 100 nm, contact angle = 60 deg
surface energy = 1.50 J/m2, T = 1000 K
atomic volume = 0.015 nm3
surface diffusivity = 1.0e-07 cm2/s
surface site density = 16.44 per nm2
cap radius R = 115.47 nm, height = 57.74 nm
section area A = 8189 nm2
uniform-ridge pressure = 12.990 MPa
Mullins coefficient B = 4.019e+06 nm4/s
time unit R^4/B = 44.23 s
crest, area x 1.1:
  pinned: angle 64.29 deg, R 110.98 nm, p 13.516 MPa
  free: half-width 104.88 nm, R 121.11 nm, p 12.386 MPa
neck, area x 0.9:
  pinned: angle 55.39 deg, R 121.50 nm, p 12.345 MPa
  free: half-width 94.87 nm, R 109.54 nm, p 13.693 MPa
crest minus neck: pinned +1.170, free -1.307 MPa
pinned slice at 90 deg: area ratio 1.918, p 15.000 MPa
pinned lowest eigenvalue at k=0: 1.2500
free: critical kR = 1.2971, wavelength = 559.3 nm
free: fastest kR = 0.9167, wavelength = 791.4 nm
free: growth rate = 0.7154 B/R^4, e-fold time = 61.8 s
pinned, same wavelength: rate = -2.1034 B/R^4, decay time = 21.0 s
pinned: linear dp for +10% area at that wavelength = +0.969 MPa
free: linear dp for +10% area at that wavelength = -0.325 MPa
table: angle; dp/dA at k=0 (gamma/R^3) pinned, free;
  critical wavelength/R pinned, free
   30 deg; 9.302, -5.520; none, 2.657
   60 deg; 0.730, -0.814; none, 4.844
   90 deg; 0.000, -0.318; none, 6.283
  120 deg; -0.131, -0.198; 9.499, 6.995
gravity: density 10000 kg/m3, Bond number 6.5e-10
elastic inputs: modulus 100 GPa, stress 100 MPa, strain 0.7 %
elastic energy density / p: relieved 0.0038, unrelieved 0.189
anisotropy 2 %: pinned dp/dA changes by factor 1.131
grain-boundary energy = 0.50 J/m2, groove slope = 0.1690
pinned healing length = 103.3 nm
groove depth at crown = 20.8 nm, ratio to height = 0.360
done: every assertion held
```
